**Posterior sampling of F/C from overlapping C 1s peaks with Tougaard losses**

The program fits five fluorocarbon peaks, each with its own inelastic tail, to synthetic Poisson counts and samples the posterior of F/C = Σ n_k A_k / Σ A_k. Here A_k is the elastic area of peak k, n_k its number of fluorine atoms per carbon, and β the strength of the loss tail. It asserts that the loss model agrees with simulated electron histories and that the truncated loss series agrees with a full triangular solution. It also asserts agreement between the Metropolis chains, between their result and importance sampling, and between the sampled width of F/C and the covariance formula. In 200 synthetic experiments the root-mean-square error divided by the predicted standard deviation is 0.985, within the asserted range of 0.8 to 1.2. The output gives F/C = 1.160 ± 0.008 for a true value of 1.160. Leaving out the losses shifts F/C by +0.029, and a 0.3 nm hydrocarbon overlayer shifts it by −0.112, so model errors can far exceed the counting uncertainty.

## Program and output

```python
# Result under test: overlapping C 1s peaks, each with a Tougaard loss tail,
# can be fitted to Poisson counts and sampled to obtain F/C with an uncertainty
# that contains all component correlations.
# Symbols: E binding energy (eV); T energy loss (eV); areas elastic peak counts;
# beta loss strength; ratio F/C = sum(n_k area_k)/sum(area_k).
# Parameter vector: five areas, common shift, four changes of separation from
# the C-C peak, common FWHM, beta, flat baseline (counts per channel).
import numpy as np
from scipy.integrate import quad, cumulative_trapezoid
from scipy.linalg import solve_triangular
from scipy.special import gammainc, gammaincc, voigt_profile

rng = np.random.default_rng(2718)
NAMES = ["C-C", "C-CFx", "CF", "CF2", "CF3"]
FLUORINE = np.array([0., 0., 1., 2., 3.])
NOMINAL = np.array([285.0, 287.2, 289.4, 291.8, 294.0])
H = 0.1
E = 280.0 + H * np.arange(201)
TO_SIGMA = 1 / np.sqrt(8 * np.log(2))
C_LOSS, D_LOSS = 550.0, 440.0
q = np.sqrt(C_LOSS * D_LOSS - D_LOSS**2 / 4)
B_LOSS = 2 * q / (np.pi / 2 + np.arctan((C_LOSS - D_LOSS / 2) / q))


def kappa(T):
    return B_LOSS * T / ((C_LOSS - T**2)**2 + D_LOSS * T**2)


difference = E[:, None] - E[None, :]
LOSS = np.tril(H * kappa(np.maximum(difference, 0)), -1)
LOSS_T = np.ascontiguousarray(LOSS.T)
PRIOR_MEAN = np.array([0.] * 5 + [0.] + [0.] * 4 + [1.9, 1.0, 0.])
PRIOR_SD = np.array([np.inf] * 5 + [0.2] + [0.1] * 4 + [0.2, 0.15, np.inf])
STEPS = np.array([1.] * 5 + [1e-4] * 6 + [1e-4, 0.01])
DIM = 13


def model(theta):
    theta = np.atleast_2d(theta)
    position = NOMINAL + theta[:, 5:6]
    position[:, 1:] += theta[:, 6:10]
    sigma = theta[:, 10] * TO_SIGMA
    z = (E[None, None, :] - position[:, :, None]) / sigma[:, None, None]
    amplitude = theta[:, :5] * H / (sigma[:, None] * np.sqrt(2 * np.pi))
    primary = (amplitude[:, None, :] @ np.exp(-0.5 * z * z))[:, 0]
    total = primary
    for _ in range(3):
        total = primary + theta[:, 11:12] * (total @ LOSS_T)
    return total + theta[:, 12:13]


def log_posterior(theta, counts, mean=PRIOR_MEAN, sd=PRIOR_SD, positive=True):
    theta = np.atleast_2d(theta)
    mu = model(theta)
    bad = (mu <= 0).any(axis=1) | (theta[:, 10] <= 0)
    if positive:
        bad |= (theta[:, :5] < 0).any(axis=1)
        bad |= (theta[:, 11] < 0) | (theta[:, 12] < 0)
    value = (counts * np.log(np.maximum(mu, 1e-300)) - mu).sum(axis=1)
    value -= 0.5 * (((theta - mean) / sd)**2).sum(axis=1)
    return np.where(bad, -np.inf, value)


def information(theta, sd=PRIOR_SD):
    shifts = np.diag(STEPS)
    values = model(np.vstack([theta, theta + shifts, theta - shifts]))
    mu = values[0]
    jac = ((values[1:DIM + 1] - values[DIM + 1:]) / (2 * STEPS[:, None])).T
    return mu, jac, jac.T @ (jac / mu[:, None]) + np.diag(1 / sd**2)


def fit(counts, mean=PRIOR_MEAN, sd=PRIOR_SD):
    theta = mean.copy()
    theta[12] = counts[:15].mean()
    theta[:5] = max(counts.sum() - len(E) * theta[12], 1000.) / 5
    for _ in range(150):
        mu, jac, info = information(theta, sd)
        gradient = jac.T @ ((counts - mu) / mu) - (theta - mean) / sd**2
        step = np.linalg.solve(info, gradient)
        if gradient @ step < 1e-6:
            return theta, np.linalg.inv(info)
        current = log_posterior(theta, counts, mean, sd, False)[0]
        scale = 1.0
        while (log_posterior(theta + scale * step, counts, mean, sd, False)[0]
               < current - 1e-7 and scale > 1e-7):
            scale /= 2
        theta = theta + scale * step
    raise RuntimeError("posterior mode did not converge")


def ratio(areas):
    return (areas @ FLUORINE) / areas.sum(axis=-1)


def ratio_sd(areas, covariance):
    slope = (FLUORINE - ratio(areas)) / areas.sum()
    return np.sqrt(slope @ covariance @ slope)


def primary_spectrum(areas, positions, widths, lorentz_fwhm=0.0):
    return H * sum(a * voigt_profile(E - p, w * TO_SIGMA, lorentz_fwhm / 2)
                   for a, p, w in zip(areas, positions, widths))


def with_losses(primary, weights, matrix=LOSS):
    total, term = np.zeros_like(primary), primary.copy()
    for weight in weights:
        total += weight * term
        term = matrix @ term
    return total


# Cross-section normalization by quadrature.
norm = quad(kappa, 0, 100, epsabs=1e-11)[0] + quad(kappa, 100, np.inf)[0]
assert abs(norm - 1) < 1e-7

# Electron histories: uniform emission depth, Poisson collisions, random losses.
path_max, n_electrons = 14.0, 2_000_000
path = rng.uniform(0, path_max, n_electrons)
collisions = rng.poisson(path)
loss_grid = np.linspace(0, 2000, 200001)
cdf = cumulative_trapezoid(kappa(loss_grid), loss_grid, initial=0)
low_loss = 0
for number in range(1, 6):
    size = np.count_nonzero(collisions == number)
    losses = np.interp(rng.random((size, number)), cdf, loss_grid).sum(axis=1)
    low_loss += np.count_nonzero(losses < 15)
mc_tail = low_loss / np.count_nonzero(collisions == 0)
source = np.zeros(len(E))
source[0] = 1
response = solve_triangular(np.eye(len(E)) - LOSS, source, lower=True)
formula_tail = response[1:150].sum() + response[150] / 2
assert abs(mc_tail / formula_tail - 1) < 0.03
film_nm, mean_free_path_nm = 10.0, 3.0
tau = film_nm / mean_free_path_nm
inside = path < tau
mc_film = (np.count_nonzero(inside & (collisions == 1))
           / np.count_nonzero(inside & (collisions == 0)))
film_formula = gammainc(2, tau) / gammainc(1, tau)
assert abs(mc_film / film_formula - 1) < 0.03

# Synthetic measurement.
fractions = np.array([0.10, 0.27, 0.24, 0.25, 0.14])
total_area = 40000.0
truth = np.r_[fractions * total_area, 0.12, 0.06, -0.08, 0.05, 0.09,
              1.85, 0.92, 100.0]
true_ratio = ratio(truth[:5])
positions = NOMINAL + truth[5] + np.r_[0, truth[6:10]]
widths = np.full(5, truth[10])
primary = primary_spectrum(truth[:5], positions, widths)
full = solve_triangular(np.eye(len(E)) - truth[11] * LOSS, primary,
                        lower=True) + truth[12]
truncation = np.max(np.abs(model(truth)[0] - full))
assert truncation < 0.05
counts = rng.poisson(full)
mode, covariance = fit(counts)
mode_mu = model(mode)[0]
chi_square = ((counts - mode_mu)**2 / mode_mu).sum()
assert 120 < chi_square < 270

# Correlation of two fixed Gaussian shapes from repeated noisy linear fits.
pair_gap = NOMINAL[2] - NOMINAL[1]
pair_sigma = truth[10] * TO_SIGMA
pair = np.array([np.exp(-0.5 * ((E - c) / pair_sigma)**2)
                 for c in NOMINAL[1:3]]).T
noise = rng.normal(size=(len(E), 20000))
estimates = np.linalg.lstsq(pair, noise, rcond=None)[0]
pair_mc = np.corrcoef(estimates)[0, 1]
pair_formula = -np.exp(-pair_gap**2 / (4 * pair_sigma**2))
assert abs(pair_mc - pair_formula) < 0.03

# Metropolis chains, started from a broadened Gaussian approximation.
chains, burn, keep = 48, 500, 2500
root = np.linalg.cholesky(covariance)
state = mode + 1.5 * rng.normal(size=(chains, DIM)) @ root.T
state[:, :5] = np.abs(state[:, :5])
state[:, 11:] = np.abs(state[:, 11:])
log_p = log_posterior(state, counts)
samples = np.empty((keep, chains, DIM))
accepted = 0
for step_number in range(burn + keep):
    jump = rng.normal(size=(chains, DIM)) @ root.T
    trial = state + 2.38 / np.sqrt(DIM) * jump
    trial_p = log_posterior(trial, counts)
    accept = np.log(rng.random(chains)) < trial_p - log_p
    state[accept] = trial[accept]
    log_p[accept] = trial_p[accept]
    if step_number >= burn:
        samples[step_number - burn] = state
        accepted += accept.sum()
acceptance = accepted / (keep * chains)
ratio_chains = ratio(samples[:, :, :5])
within = ratio_chains.var(axis=0, ddof=1).mean()
between = ratio_chains.mean(axis=0).var(ddof=1)
r_hat = np.sqrt((keep - 1) / keep + between / within)
effective = chains * within / between
assert r_hat < 1.05
flat = samples.reshape(-1, DIM)
ratios = ratio(flat[:, :5])
post_mean, post_sd = ratios.mean(), ratios.std(ddof=1)
low, high = np.percentile(ratios, [2.5, 97.5])
assert abs(post_mean - true_ratio) < 4 * post_sd
area_cov = np.cov(flat[:, :5].T)
area_corr = np.corrcoef(flat[:, :5].T)
mean_areas = flat[:, :5].mean(axis=0)
linear_sd = ratio_sd(mean_areas, area_cov)
diagonal_sd = ratio_sd(mean_areas, np.diag(np.diag(area_cov)))
assert abs(linear_sd / post_sd - 1) < 0.03
sample_fractions = flat[:, :5] / flat[:, :5].sum(axis=1)[:, None]
atomic = 100 * ratios / (1 + ratios)

# Separate integration of the posterior by importance sampling.
nu, n_draws, batch = 8, 40000, 2000
draw_ratio, log_weight = [], []
for _ in range(n_draws // batch):
    z = rng.normal(size=(batch, DIM))
    z /= np.sqrt(rng.chisquare(nu, batch) / nu)[:, None]
    draw = mode + z @ root.T
    log_q = -(nu + DIM) / 2 * np.log1p((z * z).sum(axis=1) / nu)
    log_weight.append(log_posterior(draw, counts) - log_q)
    draw_ratio.append(ratio(draw[:, :5]))
log_weight, draw_ratio = np.concatenate(log_weight), np.concatenate(draw_ratio)
weight = np.exp(log_weight - log_weight.max())
weight /= weight.sum()
importance_ess = 1 / (weight**2).sum()
is_mean = weight @ draw_ratio
is_sd = np.sqrt(weight @ (draw_ratio - is_mean)**2)
assert importance_ess > 300
assert abs(is_mean - post_mean) < 0.2 * post_sd
assert abs(is_sd / post_sd - 1) < 0.12

# Calibration against known compositions in repeated synthetic experiments.
n_trials = 200
scores, diagonal_scores = [], []
for _ in range(n_trials):
    trial_truth = truth.copy()
    trial_truth[5:12] = rng.normal(PRIOR_MEAN[5:12], PRIOR_SD[5:12])
    estimate, cov = fit(rng.poisson(model(trial_truth)[0]))
    error = ratio(estimate[:5]) - true_ratio
    cov = cov[:5, :5]
    scores.append(error / ratio_sd(estimate[:5], cov))
    diagonal_scores.append(error / ratio_sd(estimate[:5], np.diag(np.diag(cov))))
rms_score = np.sqrt(np.mean(np.square(scores)))
rms_diagonal = np.sqrt(np.mean(np.square(diagonal_scores)))
assert 0.8 < rms_score < 1.2

# Effect of the separation prior, evaluated at the known parameters.
prior_effect = []
for separation_sd in (0.001, 0.1, 0.3):
    sd = PRIOR_SD.copy()
    sd[6:10] = separation_sd
    cov = np.linalg.inv(information(truth, sd)[2])[:5, :5]
    corr = cov[2, 3] / np.sqrt(cov[2, 2] * cov[3, 3])
    prior_effect.append((separation_sd, ratio_sd(truth[:5], cov), corr))

# Noise-free refits isolate systematic errors from counting noise.
orders = np.arange(6)
strength = truth[11]**orders
reference_fit = ratio(fit(full)[0][:5])
no_loss_mean, no_loss_sd = PRIOR_MEAN.copy(), PRIOR_SD.copy()
no_loss_mean[11], no_loss_sd[11] = 0, 1e-4
no_loss_bias = ratio(fit(full, no_loss_mean, no_loss_sd)[0][:5]) - reference_fit
assert no_loss_bias > 0
overlayer_nm = 0.3
a = overlayer_nm / mean_free_path_nm
carbon_layer = primary_spectrum([total_area], [positions[0]], [truth[10]])
gap_eV, lifetime_eV, oxygen_fraction = 6.0, 0.1, 0.03
gap_matrix = np.where(difference >= gap_eV, LOSS, 0)
wide = widths.copy()
wide[1] *= 1.15
oxygen = primary_spectrum([oxygen_fraction * total_area], [288.0 + truth[5]],
                          [truth[10]])
cases = {
    "finite film, 10 nm": (with_losses(
        primary, strength * gammainc(orders + 1, tau)), true_ratio),
    "hydrocarbon overlayer, 0.3 nm": (
        with_losses(primary, strength * gammaincc(orders + 1, a))
        + with_losses(carbon_layer, strength * gammainc(orders + 1, a)),
        true_ratio),
    "no losses below 6 eV": (with_losses(primary, strength, gap_matrix),
                             true_ratio),
    "lifetime FWHM 0.1 eV": (with_losses(primary_spectrum(
        truth[:5], positions, widths, lifetime_eV), strength), true_ratio),
    "C-CFx peak 15% wider": (with_losses(primary_spectrum(
        truth[:5], positions, wide), strength), true_ratio),
    "3% of carbon as C=O at 288 eV": (with_losses(
        (1 - oxygen_fraction) * primary + oxygen, strength),
        (1 - oxygen_fraction) * true_ratio),
    "baseline slope -1% per eV": (with_losses(primary, strength)
                                  - 0.01 * truth[12] * (E - 290), true_ratio),
}
biases = {}
for name, (expected, actual_ratio) in cases.items():
    fitted_ratio = ratio(fit(expected + truth[12])[0][:5])
    biases[name] = fitted_ratio - actual_ratio - (reference_fit - true_ratio)
photon_eV = 1486.6
escape = ((photon_eV - positions) / (photon_eV - positions[0]))**0.75
escape_bias = ratio(truth[:5] * escape) - true_ratio

print(f"Window {E[0]:.0f}-{E[-1]:.0f} eV; channel {H:.1f} eV; channels {len(E)}")
print(f"Elastic carbon area {total_area:.0f} counts; baseline {truth[12]:.0f} counts/channel")
print(f"Loss B {B_LOSS:.1f}, C {C_LOSS:.0f}, D {D_LOSS:.0f} eV^2; integral {norm:.6f}")
print(f"Loss tail within 15 eV / elastic: histories {mc_tail:.4f}, formula {formula_tail:.4f}")
print(f"Single-loss / elastic weight, finite film: histories {mc_film:.4f}, formula {film_formula:.4f}")
print(f"Largest loss-series truncation error {truncation:.2e} counts/channel")
print("Nominal positions (eV): " + ", ".join(f"{n} {p:.1f}" for n, p in zip(NAMES, NOMINAL)))
print("Actual positions (eV): " + ", ".join(f"{n} {p:.2f}" for n, p in zip(NAMES, positions)))
print(f"Prior SD (eV): shift {PRIOR_SD[5]:.1f}, separations {PRIOR_SD[6]:.1f}, FWHM {PRIOR_SD[10]:.1f}")
print(f"Prior FWHM {PRIOR_MEAN[10]:.1f} eV; beta {PRIOR_MEAN[11]:.2f} +/- {PRIOR_SD[11]:.2f}")
print(f"Posterior-mode Pearson chi-square {chi_square:.1f}")
for k, name in enumerate(NAMES):
    print(f"{name}: true {100*fractions[k]:.1f}%, posterior {100*sample_fractions[:,k].mean():.2f}"
          f" +/- {100*sample_fractions[:,k].std():.2f}% of carbon")
for label, index in (("FWHM (eV)", 10), ("beta", 11), ("baseline (counts)", 12)):
    print(f"{label}: true {truth[index]:.2f}, posterior {flat[:,index].mean():.3f} +/- {flat[:,index].std():.3f}")
print("Area correlation columns: " + ", ".join(NAMES))
for name, row in zip(NAMES, area_corr):
    print(f"  {name}: " + " ".join(f"{value:+.3f}" for value in row))
print(f"Fixed-shape pair correlation: repeated fits {pair_mc:.3f}, formula {pair_formula:.3f}")
print(f"F/C: true {true_ratio:.4f}, posterior {post_mean:.4f} +/- {post_sd:.4f}")
print(f"F/C 95% interval: {low:.4f} to {high:.4f}")
print(f"Fluorine among F+C: {atomic.mean():.2f} +/- {atomic.std():.2f} atomic %")
print(f"F/C SD: full covariance {linear_sd:.4f}, diagonal only {diagonal_sd:.4f}")
print(f"Chains {chains}, retained steps each {keep}, burn-in {burn}, acceptance {acceptance:.3f}")
print(f"R-hat {r_hat:.4f}; effective F/C samples about {effective:.0f}")
print(f"Importance sampling F/C {is_mean:.4f} +/- {is_sd:.4f}; effective draws {importance_ess:.0f}")
print(f"Calibration, {n_trials} trials: RMS score full {rms_score:.3f}, diagonal {rms_diagonal:.3f}")
for separation_sd, sd_value, corr in prior_effect:
    print(f"Separation prior SD {separation_sd:.3f} eV: F/C SD {sd_value:.4f}, CF-CF2 correlation {corr:+.3f}")
print(f"F/C bias, fit without losses: {no_loss_bias:+.4f}")
for name, bias in biases.items():
    print(f"F/C bias, {name}: {bias:+.4f}")
print(f"F/C bias, energy-dependent escape depth: {escape_bias:+.4f}")
print(f"Mean free path used for depth estimates {mean_free_path_nm:.1f} nm; photon energy {photon_eV:.1f} eV")
print("all assertions hold")
```

It prints:

```
Window 280-300 eV; channel 0.1 eV; channels 201
Elastic carbon area 40000 counts; baseline 100 counts/channel
Loss B 397.4, C 550, D 440 eV^2; integral 1.000000
Loss tail within 15 eV / elastic: histories 0.1900, formula 0.1893
Single-loss / elastic weight, finite film: histories 0.8709, formula 0.8767
Largest loss-series truncation error 7.13e-05 counts/channel
Nominal positions (eV): C-C 285.0, C-CFx 287.2, CF 289.4, CF2 291.8, CF3 294.0
Actual positions (eV): C-C 285.12, C-CFx 287.38, CF 289.44, CF2 291.97, CF3 294.21
Prior SD (eV): shift 0.2, separations 0.1, FWHM 0.2
Prior FWHM 1.9 eV; beta 1.00 +/- 0.15
Posterior-mode Pearson chi-square 181.3
C-C: true 10.0%, posterior 10.39 +/- 0.25% of carbon
C-CFx: true 27.0%, posterior 26.39 +/- 0.35% of carbon
CF: true 24.0%, posterior 24.19 +/- 0.34% of carbon
CF2: true 25.0%, posterior 25.24 +/- 0.30% of carbon
CF3: true 14.0%, posterior 13.79 +/- 0.27% of carbon
FWHM (eV): true 1.85, posterior 1.867 +/- 0.017
beta: true 0.92, posterior 0.968 +/- 0.042
baseline (counts): true 100.00, posterior 98.635 +/- 1.674
Area correlation columns: C-C, C-CFx, CF, CF2, CF3
  C-C: +1.000 +0.069 -0.066 +0.077 +0.021
  C-CFx: +0.069 +1.000 -0.213 +0.012 +0.018
  CF: -0.066 -0.213 +1.000 +0.061 +0.034
  CF2: +0.077 +0.012 +0.061 +1.000 -0.087
  CF3: +0.021 +0.018 +0.034 -0.087 +1.000
Fixed-shape pair correlation: repeated fits -0.134, formula -0.141
F/C: true 1.1600, posterior 1.1603 +/- 0.0079
F/C 95% interval: 1.1449 to 1.1758
Fluorine among F+C: 53.71 +/- 0.17 atomic %
F/C SD: full covariance 0.0079, diagonal only 0.0083
Chains 48, retained steps each 2500, burn-in 500, acceptance 0.257
R-hat 1.0075; effective F/C samples about 3122
Importance sampling F/C 1.1605 +/- 0.0079; effective draws 30407
Calibration, 200 trials: RMS score full 0.985, diagonal 0.939
Separation prior SD 0.001 eV: F/C SD 0.0075, CF-CF2 correlation -0.033
Separation prior SD 0.100 eV: F/C SD 0.0077, CF-CF2 correlation +0.054
Separation prior SD 0.300 eV: F/C SD 0.0078, CF-CF2 correlation +0.061
F/C bias, fit without losses: +0.0290
F/C bias, finite film, 10 nm: -0.0002
F/C bias, hydrocarbon overlayer, 0.3 nm: -0.1116
F/C bias, no losses below 6 eV: -0.0100
F/C bias, lifetime FWHM 0.1 eV: +0.0001
F/C bias, C-CFx peak 15% wider: +0.0234
F/C bias, 3% of carbon as C=O at 288 eV: +0.0089
F/C bias, baseline slope -1% per eV: -0.0028
F/C bias, energy-dependent escape depth: -0.0018
Mean free path used for depth estimates 3.0 nm; photon energy 1486.6 eV
all assertions hold
```
